\section*{Does fast polar-phonon emission guarantee a steady state in two dimensions?}

\section*{The claim}

\textbf{Q:} In my III--V quantum-well channel, an electron at 0.1 eV emits a polar optical phonon in about 0.08 ps. Whatever the field puts in is gone almost at once. So the electrons must reach a steady state at every field.

\textbf{A:} That time belongs to one energy. If the electrons get hotter, does the loss keep up with the heating? Let us find both as functions of energy.

\textbf{Q:} Which model do you want to use?

\textbf{A:} A strictly two-dimensional electron in a parabolic band without an upper edge, $E=k^2/2m$, and bulk-like phonons of one energy $\omega$ with fixed occupation $N$. There is no screening, and rates follow from the golden rule. I use Hartree atomic units in the algebra; $F$ is the force on the electron, along $+x$, and I quote it as a field.

The phonons must account for the difference between static and high-frequency screening. Exchange of one bulk mode of wavevector $Q$ gives two static charges the interaction $-2|M_3|^2/\omega$. This must equal $-4\pi\kappa/Q^2$ with $\kappa=1/\varepsilon_\infty-1/\varepsilon_0$, so $|M_3|^2=2\pi\omega\kappa/Q^2$. A strictly two-dimensional electron does not fix $q_z$, so we sum over it:
\begin{equation}
|M|^2=\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\,\frac{2\pi\omega\kappa}{q^2+q_z^2}=\frac{A}{q},\qquad A=\pi\omega\kappa .
\end{equation}

\section*{Energy loss}

\textbf{Q:} And the emission rate?

\textbf{A:} Let $k'$ be the final momentum and $\phi$ the scattering angle. With $d^2k'=m\,dE'\,d\phi$, the delta function removes $E'$:
\begin{equation}
\Gamma_{\rm em}=(N+1)\frac{Am}{2\pi}\int_0^{2\pi}\frac{d\phi}{q},\qquad q^2=k^2+k'^2-2kk'\cos\phi .
\end{equation}
Put $x=k'/k<1$, so that $x^2=1-\omega/E$ and $q=k|1-xe^{i\phi}|$. Expand $(1-xe^{i\phi})^{-1/2}=\sum_n c_nx^ne^{in\phi}$, with $c_n=\binom{2n}{n}/4^n$, and multiply by the complex conjugate. The angular integral keeps equal powers and gives $(2\pi/k)\sum_n c_n^2x^{2n}$. The integral $K(p)=\int_0^{\pi/2}d\theta\,(1-p\sin^2\theta)^{-1/2}$ has the series $(\pi/2)\sum_n c_n^2p^n$, because $c_n$ is also the mean of $\sin^{2n}\theta$. Hence
\begin{equation}
\Gamma_{\rm em}=(N+1)R(E),\qquad R(E)=\frac{2Am}{\pi k}\,K\!\left(1-\frac{\omega}{E}\right).
\end{equation}
For absorption $k'>k$, so we take out $k'$ instead of $k$, and the same steps give $\Gamma_{\rm abs}=N\,R(E+\omega)$. The net loss above threshold is
\begin{equation}
P=\omega\left\{R(E)+N\,[R(E)-R(E+\omega)]\right\}.
\end{equation}
At high energy the bracket is smaller than $R$ by a factor of order $\omega/E$.

For $K(1-\delta)$ with small $\delta$, set $t=\tan\theta$:
\begin{equation}
K(1-\delta)=\int_0^\infty\frac{dt}{\sqrt{(1+t^2)(1+\delta t^2)}} .
\end{equation}
The substitution $t\to1/(\sqrt\delta\,t)$ exchanges the parts below and above $t=\delta^{-1/4}$, so they are equal. In the lower part $\delta t^2\le\sqrt\delta$ can be dropped, and $K\simeq2\,{\rm arsinh}(\delta^{-1/4})\simeq\tfrac12\ln(16/\delta)$. Therefore
\begin{equation}
P\simeq\frac{\omega Am}{\pi k}\ln\frac{16E}{\omega}\;\propto\;\frac{\ln(16E/\omega)}{\sqrt E}.
\end{equation}

\textbf{Q:} So a hotter electron loses energy more slowly?

\textbf{A:} Yes, above threshold. Take rough III--V values: $m=0.07$, $\omega=36$ meV, $\varepsilon_\infty=11$, $\varepsilon_0=13$, 300 K, hence $N=0.331$. The net loss is 0.47 eV/ps at 0.037 eV, 0.35 at 0.1 eV, 0.25 at 0.3 eV and 0.17 at 1 eV.

\section*{Momentum loss}

\textbf{Q:} But collisions also destroy the drift, so the field may heat less. Could that rescue the steady state?

\textbf{A:} Then we need the friction $G$, the mean rate of momentum loss along $\mathbf k$. One collision removes $k-k'\cos\phi$. The formula for $q^2$ gives
\begin{equation}
k-k'\cos\phi=\frac{q^2+k^2-k'^2}{2k}=\frac{q^2\pm2m\omega}{2k},
\end{equation}
with plus for emission and minus for absorption. At high energy $q\to2k|\sin(\phi/2)|$ and $\int q\,d\phi\to8k$. The $\omega$ term gives a correction of order $(\omega/E)\ln(E/\omega)$. Each process then contributes $(Am/2\pi)\cdot4$ times its occupation factor:
\begin{equation}
G\to F_m=\frac{2Am(2N+1)}{\pi}=2\omega\kappa m(2N+1).
\end{equation}
Here $\omega=0.036/27.21=0.00132$ and $\kappa=0.0140$, so $F_m=4.3\times10^{-6}$ atomic units, or 22.1 kV/cm.

$G$ is also bounded at every energy. The removed momentum is the projection of $\mathbf q$ on $\mathbf k$, so its size is at most $q$, which cancels the $1/q$ of the coupling. Thus $|G|\le Am(2N+1)=\pi F_m/2$, or 34.8 kV/cm. A numerical scan puts the actual maximum at the emission threshold: $G_{\max}=30.5$ kV/cm.

\textbf{Q:} What does a bounded friction imply?

\textbf{A:} Left and right deflections are equally likely, so the mean momentum loss is along $\mathbf k$. With $\theta$ the angle between $\mathbf k$ and the force,
\begin{equation}
\frac{d\langle k_x\rangle}{dt}=F-\langle G\cos\theta\rangle\ge F-G_{\max}.
\end{equation}
(The bound needs $G\ge0$. Emission has $k'<k$. For absorption put $y=k/k'$; the angular integral is the $y$ derivative of $\int\sqrt{1+y^2-2y\cos\phi}\,d\phi$, which is even and convex in $y$.) For $F>G_{\max}$ the mean momentum grows without limit, so no steady state with finite mean momentum exists.

A Monte Carlo ensemble at 39.6 kV/cm tested the balance between 1 and 3 ps. Its momentum grew at a rate equivalent to 23.5 kV/cm. The field minus the measured mean friction was 23.4 kV/cm, and the guaranteed minimum is 9.1 kV/cm.

\section*{Weaker fields}

\textbf{Q:} Then below 30 kV/cm I am safe?

\textbf{A:} Look first at $F\ll F_m$ and $E\gg\omega$. Collisions are nearly elastic and relax the drift at the rate $\nu=F_m/k$. Write the distribution as $f_0(E)+f_1(E)\cos\theta$, with $v=k/m$. The field term $Fvf_0'\cos\theta$ balances $-\nu f_1\cos\theta$, so $f_1=-Fvf_0'/\nu$. An electron gains energy at the rate $Fv\cos\theta$, and the mean of $\cos^2\theta$ is $1/2$. The field therefore drives a flux $Fvf_1/2=-Df_0'$ up the energy axis, where
\begin{equation}
D=\frac{F^2v^2}{2\nu}=\frac{F^2k^3}{2m^2F_m}=\frac{F^2kE}{mF_m}.
\end{equation}
The density of states is constant, so it drops out. With the loss included, the flux is $J=-Df_0'-Pf_0$. For a packet of electrons at high energy, integration by parts gives the mean energy gain $\int J\,dE=\int(D'-P)f_0\,dE$. Since $D\propto E^{3/2}$,
\begin{equation}
D'=\frac{3D}{2E}=\frac{3F^2k}{2mF_m}\propto\sqrt E .
\end{equation}
Heating rises while loss falls. To find where they cross, use $Am/\pi=F_m/[2(2N+1)]$ in $P$ and multiply $D'=P$ by $k$:
\begin{align}
\frac{3F^2E^*}{F_m}&=\frac{\omega F_m}{2(2N+1)}\ln\frac{16E^*}{\omega},\\
E^*&=\frac{\omega}{6(2N+1)}\left(\frac{F_m}{F}\right)^2\ln\frac{16E^*}{\omega}.
\end{align}
At $F_m/10=2.2$ kV/cm this gives $E^*=2.5$ eV. Simulated electrons started at $E^*/2$ lost 21\% of their mean energy between 3 and 8 initial relaxation times $k/F_m$. Those started at $3E^*$ gained 8.5\%.

\textbf{Q:} If few electrons ever reach $E^*$, is there not still a steady state?

\textbf{A:} A steady state of a fixed number of electrons needs $J=0$, hence $f_0\propto\exp(-\int P/D\,dE)$. The two results above give
\begin{equation}
\int_{E_0}^{\infty}\frac PD\,dE=\frac{\omega F_m^2}{4(2N+1)F^2}\int_{E_0}^\infty\frac{\ln(16E/\omega)}{E^2}dE
=\frac{\omega F_m^2}{4(2N+1)F^2}\,\frac{\ln(16E_0/\omega)+1}{E_0}.
\end{equation}
This is finite, so $f_0$ tends to a nonzero constant and the number of electrons in the tail diverges. Phonon randomness adds to $D$ and only lowers the exponent. In this diffusion regime, any nonzero field therefore leaves at best a metastable state that leaks upward. Between this regime and $G_{\max}$ neither argument is a proof; there I have only the simulated examples at 6 and 8 kV/cm below.

\textbf{Q:} How fast is the leak in my channel?

\textbf{A:} Here are ensembles started at 300 K, with all else held fixed; the sampling error of the mean energies is up to about 3\%. $S$ estimates the exponent from 0.3 eV upward, phonon randomness included.

\begin{center}
\begin{tabular}{cccccc}
$F$ & $E^*$ & $S$ & \multicolumn{3}{c}{mean energy (eV) at}\\
(kV/cm) & (eV) & & 2 ps & 4 ps & 8 ps\\
2 & 3.2 & 10.3 & 0.029 & 0.029 & 0.029\\
4 & 0.62 & 3.1 & 0.041 & 0.047 & 0.057\\
6 & 0.23 & 1.4 & 0.09 & 0.17 & 0.51\\
8 & 0.11 & 0.8 & 0.24 & 0.75 & 3.0
\end{tabular}
\end{center}

At 2 kV/cm your expectation works on this time scale. The drift velocity of $7.5\times10^6$ cm/s brings in 0.015 eV/ps, and the mean energy stays just above $kT=0.026$ eV. At 4 kV/cm it is still creeping up at 8 ps. At 8 kV/cm the final drift velocity, $1.1\times10^8$ cm/s, brings in 0.9 eV/ps, about twice the loss near threshold. For the last two rows $E^*$ is a guide, since $F/F_m$ is no longer small.

\section*{Other couplings and real channels}

\textbf{Q:} Would the LO mode of a polar monolayer behave in the same way?

\textbf{A:} Its squared coupling has another form, $C/(1+rq)^2$ with a screening length $r$. Take energies so high that $rk\gg1$ and the smallest possible wavenumber, about $m\omega/k$, is far below $1/r$. Then forward angles dominate the rate, with $q\simeq k|\phi|$, and
\begin{equation}
\int\frac{d\phi}{(1+rq)^2}\simeq2\int_0^\infty\frac{d\phi}{(1+rk\phi)^2}=\frac{2}{rk},\qquad P\simeq\frac{\omega Cm}{\pi rk}.
\end{equation}
The loss falls as $1/\sqrt E$, without the logarithm. In the friction $q^2/(1+rq)^2\to1/r^2$ over most angles, so $G\simeq(2N+1)Cm/(2r^2k)$. It falls too, and gives no protection from runaway.

\textbf{Q:} Real electrons do not reach 3 eV in a channel. What stops them?

\textbf{A:} One answer is the band itself. Let $E(1+aE)=k^2/2m$. The velocity then stays below $1/\sqrt{2ma}$, so the field delivers at most $F/\sqrt{2ma}$. In the rate, $m$ becomes $m(1+2aE')$, and at high energy $m(1+2aE')/k\to\sqrt{2ma}$. Also $k'/k\to1-\omega/E$, so $1-(k'/k)^2\to2\omega/E$ and
\begin{equation}
P\simeq\frac{\omega A\sqrt{2ma}}{\pi}\ln\frac{8E}{\omega}.
\end{equation}
This grows without limit and must finally exceed the largest possible input, so in principle a steady state returns at any field. The bound shows existence only: with $a=0.6$ per eV at 8 kV/cm the largest input is 1.2 eV/ps, the loss is about 0.3 eV/ps between 0.3 and 3 eV, and the two cross only near $5\times10^9$ eV. What acts in practice is the friction, which now grows as about $F_m(1+2aE)$, reaching 50 kV/cm at 1 eV, and keeps the drift far below the top velocity. At 8 kV/cm the simulated mean energy was 0.28 eV over 45--65 ps and 0.27 eV over 70--90 ps. The band alone does not keep electrons cool at higher fields: the mean energy is about 1.6 eV at 12 kV/cm and above 5 eV at 20 kV/cm. Changes of the Bloch functions with energy were left out.

\textbf{Q:} How close is all this to a real high-electron-mobility transistor?

\textbf{A:} The mass, phonon energy and dielectric constants are rough but typical of a light-mass III--V channel; zero thickness is not. In the lowest subband of an 8 nm well with infinite barriers the loss at 0.1 eV is 0.66 of the ideal value, the emission time there is 0.12 ps instead of 0.08 ps, and the largest friction drops from 30 to 20 kV/cm. The friction also no longer levels off at $F_m$: it falls to 8 kV/cm at 0.3 eV and below 5 kV/cm at 1 eV. The next subband lies 0.25 eV up for infinite barriers, but only about 0.12--0.15 eV up for barriers of 0.25--0.5 eV. Satellite valleys, roughly 0.3 eV up, take electrons at a few per ps once emission into them is allowed (5 per ps for a deformation potential of $5\times10^8$ eV/cm, and the rate scales as its square), so the one-valley parabolic picture fails there, well before the gap of about 1.4 eV. Hot phonons can raise the friction. For $10^{11}$ electrons per cm$^2$ at 0.1 eV and a rough 5 ps phonon lifetime they could add 0.8 to $N$ in the modes most often emitted. That would double $F_m$ only if all modes shared it equally. For a drifting Maxwellian at 0.1 eV the friction rises by about 18\% if the phonon directions are randomised, and by a few percent at most if the phonons keep their forward momentum and return it on reabsorption. Screening reaches 0.3 of the smallest emitted wavenumber at 0.1 eV, and level broadening is 0.23 of the phonon energy from emission alone (0.28 with absorption), so the rates themselves are approximate. At this low density degeneracy is minor (Fermi energy 3.4 meV). Working transistors hold $10^{12}$ electrons per cm$^2$ or more. At $10^{12}$ the Fermi energy is 34 meV, the static screening wavenumber is about 1.7 times the smallest emitted one, and the extra phonon occupation, limited by reabsorption, reaches about 1.5--2 at modest drift, so an unscreened, nondegenerate model with fixed $N$ no longer applies. Interband tunnelling is negligible (exponent near 580 at $G_{\max}$). The table therefore locates the onset of trouble in the ideal model; it does not predict a device's carrier energy. The numerical output lists the remaining values.

\textbf{Q:} So when may I use my 0.08 ps argument?

\textbf{A:} When the field input stays well below the loss just above the emission threshold, and the leak is slow compared with the electrons' time in the channel. In this model that holds at 2 kV/cm over 8 ps, and it fails at 8 kV/cm over 8 ps with the same emission time. The first condition alone is not enough: at 6 kV/cm the early input is about 0.13 eV/ps, roughly a quarter of that loss, yet a fifth of the electrons are above 0.3 eV after 8 ps. In those 8 ps the electrons travel about 0.6 and 5 $\mu$m. In a shorter channel the voltage drop limits the gain: at 8 kV/cm the mean energy is only 0.11 eV after 1 ps, about 0.2 $\mu$m of travel.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Inputs: mass 0.07 m_e, phonon 36 meV, T 300 K
Dielectric constants: high-frequency 11, static 13
Phonon occupation N: 0.331; kT: 25.9 meV
Inverse-dielectric difference kappa: 0.01399
Brute-force sum / formula: rate 1.00010, friction 0.99998
Exact loss / log asymptote at E = 10000 omega: 1.00003
Emission time at 0.1 eV: 0.080 ps
E = 0.037 eV: net loss 0.466 eV/ps, friction 30.3 kV/cm
E = 0.100 eV: net loss 0.349 eV/ps, friction 26.0 kV/cm
E = 0.300 eV: net loss 0.247 eV/ps, friction 23.8 kV/cm
E = 1.000 eV: net loss 0.166 eV/ps, friction 22.7 kV/cm
High-energy friction F_m: 22.13 kV/cm
Largest friction G_max (at threshold): 30.48 kV/cm
Zero-field Monte Carlo mean energy / kT: 0.995
Strong test field 1.3 G_max: 39.6 kV/cm
  momentum growth, as a field: 23.52 kV/cm
  field minus mean friction: 23.44 kV/cm
  guaranteed minimum growth: 9.14 kV/cm
Weak test field F_m/10: 2.21 kV/cm, crossing E* 2.54 eV
  relative energy change from 3 to 8 relaxation times: start E*/2 -0.206, start 3E* +0.085
  heating, Monte Carlo / diffusion formula (start 3E*): 0.964
Field 2 kV/cm: E* 3.211 eV, tail exponent from 0.3 eV 10.34
  mean energy at 2, 4, 8 ps: 0.0289, 0.0292, 0.0292 eV
  at 8 ps: fraction above 0.3 eV 0.0003, drift velocity 7.54e+06 cm/s
Field 4 kV/cm: E* 0.621 eV, tail exponent from 0.3 eV 3.06
  mean energy at 2, 4, 8 ps: 0.0411, 0.0466, 0.0572 eV
  at 8 ps: fraction above 0.3 eV 0.0224, drift velocity 1.50e+07 cm/s
Field 6 kV/cm: E* 0.227 eV, tail exponent from 0.3 eV 1.42
  mean energy at 2, 4, 8 ps: 0.0902, 0.1737, 0.5061 eV
  at 8 ps: fraction above 0.3 eV 0.2014, drift velocity 3.70e+07 cm/s
Field 8 kV/cm: E* 0.107 eV, tail exponent from 0.3 eV 0.81
  mean energy at 2, 4, 8 ps: 0.2421, 0.7474, 2.9547 eV
  at 8 ps: fraction above 0.3 eV 0.5500, drift velocity 1.13e+08 cm/s
Nonparabolicity: 0.6 per eV; field 8 kV/cm
  mean energy, 45-65 ps: 0.278 eV; 70-90 ps: 0.271 eV
Well width: 8 nm; loss at 0.1 eV / ideal loss: 0.659
  largest friction in this well: 20.03 kV/cm
  next subband above the lowest: 0.252 eV
Satellite valleys (rough): potential 5e+08 eV/cm, mass 0.3 m_e, number 4
  density 5.3 g/cm3, phonon 30 meV, transfer rate 4.68 per ps
Level broadening / phonon energy at 0.1 eV: 0.229
Sheet density: 1.0e+11 per cm2; Fermi energy 3.42 meV
Screening / smallest emitted wavenumber at 0.1 eV: 0.31
Hot-phonon extra occupation (5 ps lifetime, rough): 0.83
Gap (rough): 1.4 eV; tunnelling exponent at G_max: 579
\end{verbatim}
